# Shift current from Wannier interpolation: band-crossing singularities, regularization and grid convergence, part 1

(Sections cited here and not found follow in the second part.)

In the two-dimensional model treated below, the shift-current spectrum summed on a $100\times100$ grid differs from the converged spectrum by $9.1\times10^{-4}$ of its peak. On a $200\times200$ grid the difference is $3.56$ times the peak, and on $400\times400$ it is still $0.89$. One parameter, $\eta=0.04$ eV, in certain energy denominators brings the last two errors down to $1.4\times10^{-3}$ and $1.5\times10^{-3}$, and there they stay. The jump comes from a $1/q$ singularity at a crossing of two valence bands, and the plateau is the bias that $\eta$ itself introduces.

## Definitions

The algebra is in atomic units. The system is a spinless insulator of independent electrons with time-reversal symmetry and carrier charge $q_e=-1$. With cell-periodic states $u_n(\mathbf k)$, $\partial_a=\partial/\partial k_a$ and $\omega_{nm}=E_n-E_m$,

$$A^c_{nm}=i\langle u_n|\partial_cu_m\rangle,\qquad r^c_{nm}=A^c_{nm}\ (n\ne m),$$
$$r^{c;a}_{nm}=\partial_ar^c_{nm}-i(A^a_{nn}-A^a_{mm})\,r^c_{nm}.$$

Under $u_n\to e^{i\varphi_n}u_n$ one has $A_{nn}\to A_{nn}-\partial\varphi_n$ and $r_{nm}\to e^{i(\varphi_m-\varphi_n)}r_{nm}$. The derivative of that phase, $i(\partial\varphi_m-\partial\varphi_n)$, cancels against the change of the connection term, so $r^{c;a}_{nm}$ transforms like $r_{nm}$ and $r^b_{mn}r^{c;a}_{nm}$ is gauge invariant. The quantity to be computed is

$$S^{abc}(\omega)=\int\!\frac{d^2k}{(2\pi)^2}\sum_{n\,\rm occ}\sum_{m\,\rm emp}\tfrac12\,{\rm Im}\big[r^b_{mn}r^{c;a}_{nm}+r^c_{mn}r^{b;a}_{nm}\big]\,\delta(\omega_{mn}-\omega).$$

For $b=c$ write $r_{mn}=|r|e^{i\phi}$. Then $r^{;a}_{nm}=r_{nm}[\partial_a\ln|r|-i\partial_a\phi-i(A^a_{nn}-A^a_{mm})]$, and the imaginary part is $|r|^2(A^a_{mm}-A^a_{nn}-\partial_a\phi)$: the transition strength times the shift vector.

## The generalized derivative from $J\times J$ matrices

Assume a group of $J$ bands separated by direct gaps from all others at every $\mathbf k$, and a smooth periodic frame $|u^W_j\rangle$ spanning it. The inputs are $H^W_{ij}=\langle u_i^W|H|u_j^W\rangle$ and $A^{W}_{c,ij}=i\langle u^W_i|\partial_cu^W_j\rangle$, whose Fourier coefficients are the Wannier matrix elements of energy and position. Let $U^\dagger H^WU=E$, so that $|u_n\rangle=\sum_j|u^W_j\rangle U_{jn}$. For a Wannier-gauge matrix $X$ put $\bar X=U^\dagger XU$, and set $D^a=U^\dagger\partial_aU$, which is anti-Hermitian because $U^\dagger U=1$. The product rule on $|u_m\rangle$ gives

$$A^c=\bar A^c+iD^c .$$

Since $\partial_aU=UD^a$ and $\partial_aU^\dagger=-D^aU^\dagger$,

$$\partial_a\bar X=\overline{\partial_aX}+[\bar X,D^a].\tag{1}$$

Apply (1) to $H^W$, with $\bar v^a=\overline{\partial_aH^W}$. The diagonal gives $\partial_aE_n=\bar v^a_{nn}$. The off-diagonal elements of $\partial_aE$ vanish, so $0=\bar v^a_{nm}+\omega_{nm}D^a_{nm}$, and

$$D^a_{nm}=-\frac{\bar v^a_{nm}}{\omega_{nm}},\qquad r^c_{nm}=\bar A^c_{nm}-\frac{i\,\bar v^c_{nm}}{\omega_{nm}} .$$

The matrix $\bar v$ is not the physical velocity. Differentiating $\langle u_n|H|u_m\rangle=0$ gives $\langle u_n|\partial_cH|u_m\rangle=i\omega_{nm}r^c_{nm}$, which equals $\bar v^c_{nm}+i\omega_{nm}\bar A^c_{nm}$.

Now differentiate $r^c_{nm}$. Fix the pair $(n,m)$ and define the matrix $O=\bar A^c-i\bar v^c/\omega_{nm}$, so that $O_{nm}=r^c_{nm}$. With $\bar w^{ca}=\overline{\partial_c\partial_aH^W}$, $\Delta^a=\bar v^a_{nn}-\bar v^a_{mm}$ and $\partial_a(1/\omega_{nm})=-\Delta^a/\omega_{nm}^2$, equation (1) applied to $\bar A^c$ and $\bar v^c$ yields

$$\partial_ar^c_{nm}=\overline{\partial_aA^W_c}_{nm}-\frac{i\bar w^{ca}_{nm}}{\omega_{nm}}+\frac{i\bar v^c_{nm}\Delta^a}{\omega_{nm}^2}+\sum_p\big(O_{np}D^a_{pm}-D^a_{np}O_{pm}\big).$$

Four terms of the sum are special. The choices $p=m$ in the first product and $p=n$ in the second give $-(D^a_{nn}-D^a_{mm})r^c_{nm}$. The connection term is $-i(\bar A^a_{nn}-\bar A^a_{mm})r^c_{nm}+(D^a_{nn}-D^a_{mm})r^c_{nm}$, because $-i\cdot i=1$. The diagonal $D$, the only carrier of the $\mathbf k$ dependence of the eigenvector phases, cancels. The choices $p=n$ in the first product and $p=m$ in the second give $(O_{nn}-O_{mm})D^a_{nm}$. Therefore

$$r^{c;a}_{nm}=\overline{\partial_aA^W_c}_{nm}-\frac{i\bar w^{ca}_{nm}}{\omega_{nm}}+\frac{i\bar v^c_{nm}\Delta^a}{\omega^2_{nm}}+(O_{nn}-O_{mm})D^a_{nm}$$
$$\quad-\,i(\bar A^a_{nn}-\bar A^a_{mm})r^c_{nm}+\sum_{p\neq n,m}\big(O_{np}D^a_{pm}-D^a_{np}O_{pm}\big).\tag{2}$$

The sum over $p$ came from a $J\times J$ matrix product, so it is complete with $J$ terms. Nothing was truncated. If (2) is applied instead in a complete basis with $A^W=0$, it becomes the usual sum rule, in which $p$ runs over all bands; for a continuum Hamiltonian with a local potential $\bar w^{ca}_{nm}=\delta_{ca}\delta_{nm}$ vanishes off the diagonal, whereas a nonlocal pseudopotential adds off-diagonal elements. In the Wannier form the effect of the remote bands resides in $\bar w$, $\bar A$ and $\overline{\partial A}$.

## Prefactor and sign of the current

Take a complete basis with $A^W=0$, so $\bar v=v$ is the physical velocity, and light polarized along a real vector $\mathbf e$. The Hamiltonian is $H(\mathbf k+\alpha(t)\mathbf e)$ with $\alpha=-q_e\mathcal A$, $\alpha(t)=\alpha e^{-i\omega t}+{\rm c.c.}$ and $|\alpha|^2=q_e^2|\mathcal E|^2/\omega^2$. The current operator is $q_e(v^a+\alpha(t)w^{ea}+\dots)$. From $i\dot\rho=[H,\rho]-i\gamma(\rho-\rho_0)$ with occupations $f$,

$$\rho^{(1)}_{ij}(\omega)=\frac{\alpha v^e_{ij}(f_j-f_i)}{\omega-\omega_{ij}+i\gamma},$$
$$\rho^{(2)}_{ij}=\frac{\big(\alpha^*[v^e,\rho^{(1)}(\omega)]+\alpha[v^e,\rho^{(1)}(\omega)^\dagger]+|\alpha|^2[w^{ee},\rho_0]\big)_{ij}}{-\omega_{ij}+i\gamma}.$$

Time reversal gives $v(-\mathbf k)=-v(\mathbf k)^*$ and $w(-\mathbf k)=w(\mathbf k)^*$. As $\gamma\to0$, terms with real denominators are real parts of $vvv$ or $wv$, or diagonal third derivatives of $H$. All are odd in $\mathbf k$ and cancel. The populations $\rho^{(2)}_{ii}$ are even and multiply the odd $v^a_{ii}$, so they cancel too. What remains is $\rho^{(1)}_{mn}=-i\pi\alpha v^e_{mn}\delta(\omega_{mn}-\omega)$. Its coefficient in ${\rm Tr}[v^a\rho^{(2)}]+\alpha^*{\rm Tr}[w^{ea}\rho^{(1)}]$ is $\alpha^*Y_{nm}$, where the product $v^e\rho^{(1)}$ feeds $\rho^{(2)}_{pn}$ and $-\rho^{(1)}v^e$ feeds $\rho^{(2)}_{mp}$:

$$Y_{nm}=w^{ea}_{nm}+\sum_{p\ne n}\frac{v^a_{np}v^e_{pm}}{\omega_{np}}-\sum_{p\neq m}\frac{v^e_{np}v^a_{pm}}{\omega_{pm}} .$$

Adding the complex conjugate, $j^a=2\pi q_e|\alpha|^2\,{\rm Im}[v^e_{mn}Y_{nm}]\,\delta$. Equation (2) with $A^W=0$ reads $r^{e;a}_{nm}=-iY_{nm}/\omega_{nm}+iv^e_{nm}\Delta^a/\omega^2_{nm}$, and $r^e_{mn}=iv^e_{mn}/\omega_{nm}$. Their product is $v^e_{mn}Y_{nm}/\omega_{nm}^2$ plus the real number $-|v^e_{nm}|^2\Delta^a/\omega_{nm}^3$. Hence $j^a=2\pi q_e^3|\mathcal E|^2\,{\rm Im}[r^e_{mn}r^{e;a}_{nm}]\,\delta$, and with the convention $j^a=2\sigma^{abc}\mathcal E_b\mathcal E_c^*$,

$$\sigma^{abc}=\pi q_e^3S^{abc}.$$

In laboratory units $\sigma=\pi q_e^3\hbar^{-2}\int\dots\delta(\omega)$; one factor $\hbar/e$ converts $\delta(\omega)$ to a delta function of energy in eV, so $\sigma=-\pi(e^2/\hbar)S$ with $S$ in Å/eV. The real part of $1/(-\omega_{ij}+i\gamma)$ is $-\omega_{ij}/(\omega^2_{ij}+\gamma^2)$, which motivates the form of the regularization below without fixing its value.

## Regularization and the behaviour at a node

On resonance $\omega_{mn}$ is the photon energy and needs no care. The intermediate denominators $\omega_{np}$, $\omega_{pm}$ vanish where two valence or two conduction bands touch. In the $p$ sum of (2), and only there, replace

$$D^a_{ij}\to D^{a,\eta}_{ij}=-\bar v^a_{ij}\,\frac{\omega_{ij}}{\omega_{ij}^2+\eta^2}=D^a_{ij}\,\frac{\omega_{ij}^2}{\omega_{ij}^2+\eta^2}.$$

Let valence bands $n$ and $p$ touch at $\mathbf q=0$, with projectors $P_n,P_p$, smooth sum $Q=P_n+P_p$, splitting $\epsilon=|\omega_{np}|$, $h=QH^WQ$ and $v=Q\,\partial_aH^WQ$. Define the smooth vectors $|c(E)\rangle=Q\,[A^W_c-i\partial_cH^W/(E-E_m)]|m\rangle$. Then $O_{pm}=\langle p|c(E_n)\rangle$ and $r^b_{mn}=\langle b(E_n)|n\rangle$, so at $\eta=0$ the dangerous term is

$$-r^b_{mn}D^a_{np}O_{pm}=\langle b|P_nvP_p|c\rangle/\omega_{np}.$$

Add $b\leftrightarrow c$ and take the imaginary part as $(Z-Z^*)/2i$. Conjugation turns $P_nvP_p$ into $P_pvP_n$, which leaves $M=P_nvP_p-P_pvP_n$ between the vectors. Because $[h,v]=\sum_{ij}\omega_{ij}P_ivP_j=\omega_{np}M$, one has $M/\omega_{np}=[h,v]/\epsilon^2$. Exchanging $n$ and $p$ flips both $M$ and $\omega_{np}$, so the transition from $p$ through $n$ has the same sign: the two terms add. With the factor $\tfrac12$ of $S$ and the regularization,

$$F_\eta=\frac{\Phi(E_n)+\Phi(E_p)}{\epsilon^2+\eta^2},$$
$$\Phi(E)=\frac{\langle b|[h,v]|c\rangle+\langle c|[h,v]|b\rangle}{4i}\,\delta(E_m-E-\omega).\tag{3}$$

With a smooth broadened $\delta$, the numerator is symmetric in the two eigenvalues, hence a function of their mean and of $\epsilon^2$, both smooth in $\mathbf q$. For $\eta>0$ this term is smooth on the scale $\eta/c$, where $c$ is the slope of $\epsilon$.

For a Dirac point on a mirror line $k_y=0$, between an even and an odd state, the traceless part of $h$ is $\tfrac12(c_xq_x\sigma_z+c_yq_y\sigma_1)$ to first order; the tilt is proportional to the identity and commutes. For $a=y$, $v=\tfrac12c_y\sigma_1$, and $[\sigma_z,\sigma_1]=2i\sigma_2$ gives $[h,v]=\tfrac i2c_xc_yq_x\sigma_2$. To leading order

$$F_0=\frac{c_xc_y\,q_x\,{\rm Re}\langle b|\sigma_2|c\rangle}{2(c_x^2q_x^2+c_y^2q_y^2)}\,\delta .\tag{4}$$

This is odd and of degree $-1$. In two dimensions $d^2q/q$ is absolutely integrable, so the $\eta=0$ integral exists without a principal value. If $m$ is even, $|x\rangle$ lies along the even state and $|y\rangle$ along the odd one. The off-diagonal $\sigma_2$ then has no expectation value for $b=c$, and the singularity survives only for mixed polarization, here $\sigma^{yxy}$. For $a=x$, $[h,v]=-\tfrac i2c_xc_yq_y\sigma_2$, so the integrand of $\sigma^{xxy}$ has the analogous singularity proportional to $q_y$; it is odd under the mirror and cancels on mirror-symmetric grids.

**Grid error.** By Poisson summation, the error of a uniform grid of spacing $h_k$ is the sum of the Fourier transform of the integrand over the nonzero vectors $2\pi\mathbf G/h_k$, $\mathbf G$ integer. A singularity homogeneous of degree $d$ has a transform of degree $-d-2$, so the error is $h_k^{d+2}Z(\mathbf s)$, where $\mathbf s$ is the offset of the node in grid units. For (4) this is $O(h_k)$. It vanishes when the grid is inversion symmetric about the node and misses it, and it grows as $1/|\mathbf s|$ when one point approaches the node along $q_x$. For $\eta>0$ the poles at $q_x=\pm i\eta/c_x$ make the transform decay as $e^{-2\pi\eta/(c h_k)}$ up to a power. Terms of degree $0$ remain. For instance, $-i\bar A^a_{nn}r^c_{nm}$ contributes $-{\rm Re}\sum_i\langle b|P_iA^W_aP_i|c\rangle$. For a component $\sigma_1$ of $A^W_a$, $\sum_iP_i\sigma_1P_i=\hat n_1\,\hat{\mathbf n}\cdot\boldsymbol\sigma$, where $\hat{\mathbf n}$ is the direction of the pseudospin field, which depends on the angle of $\mathbf q$ alone. The cross term of $\bar A^b_{mn}$ with $\bar v^a_{nn}$ behaves alike. These terms do not contain $\eta$ and set an $O(h_k^2)$ floor.

**Bias.** From (3), $F_\eta-F_0=-\eta^2(\Phi_n+\Phi_p)/[\epsilon^2(\epsilon^2+\eta^2)]$. Expand $\Phi_n+\Phi_p=q\Phi_1(\theta)+q^2\Phi_2(\theta)$ and $\epsilon^2=q^2c^2(\theta)[1+q\kappa(\theta)]$. As homogeneous polynomials on the unit circle, $\Phi_1$ and $c^2\kappa$ are odd under $\theta\to\theta+\pi$, while $\Phi_2$ and $c^2$ are even. The leading odd part integrates to zero. The even part, from first order in $\kappa$, is

$$-\eta^2\left[\frac{\Phi_2-\kappa\Phi_1}{c^2(q^2c^2+\eta^2)}-\frac{\kappa\Phi_1q^2}{(q^2c^2+\eta^2)^2}\right].$$

For $\eta\ll cL$, $\int_0^Lq\,dq/(q^2c^2+\eta^2)\to c^{-2}\ln(cL/\eta)$ and $\int_0^Lq^3dq/(q^2c^2+\eta^2)^2\to c^{-4}[\ln(cL/\eta)-\tfrac12]$. So each node gives

$$\frac{S_\eta-S_0}{\eta^2}=-\frac{K}{(2\pi)^2}\ln\eta+{\rm const},\qquad K=-\oint d\theta\,\frac{\Phi_2-2\kappa\Phi_1}{c^4}.\tag{5}$$

The same $K$ is $\oint d\theta\,q^2(F_\eta-F_0)/\eta^2$ on a small circle with $\eta\ll cq$, which allows a separate evaluation. Denominators that stay finite add to the constant, so without nodes the bias is $O(\eta^2)$. The expansion holds while $cL$ is below the broadening width, so (5) requires $\eta$ well below that width.

**Gauge dependence.** Change frame by a smooth unitary $V(\mathbf k)$. Then $U\to V^\dagger U$, $A^W\to V^\dagger A^WV+iV^\dagger\partial V$, and with $\Lambda=U^\dagger(\partial V)V^\dagger U$ one finds $\bar A\to\bar A+i\Lambda$ and $D\to D-\Lambda$. Only $\bar A+iD$ is unchanged. The piece removed by the regularization, $D\,\eta^2/(\epsilon^2+\eta^2)$, changes by the bounded $\Lambda$ times the same Lorentzian, whose integral is of order $\eta^2\ln(1/\eta)$. The factor $O$ changes too: $O^c_{pm}\to O^c_{pm}+i\Lambda^c_{pm}\,\omega_{np}/\omega_{nm}$, and since $\omega_{np}D^a_{np}$ is bounded this gives a term of the same order. The result at finite $\eta$ thus depends on the frame: on the Wannier functions, and also on the phase convention of the Bloch sums. In the example below, $V={\rm diag}(e^{i\mathbf k\cdot\boldsymbol\tau_j})$, applied to unchanged Wannier functions, raises the relative bias at $\eta=0.04$ eV from $1.46\times10^{-3}$ to $2.2\times10^{-3}$.

This part has derived the generalized derivative within the Wannier group, fixed the prefactor of the current, and found how the grid error and the bias from $\eta$ behave at a band crossing. What remains is the algorithm, the numerical test on a five-orbital model, and a convergence protocol with its failure modes.
